Why zero-mean disorder cannot raise a periodic single-band sample's lowest level

**1. Definitions and conventions**

A sample has N sites with one orbital |i⟩ per unit cell. The orbitals are orthonormal and the boundary conditions are periodic. The Hamiltonian is

H = T + V, V = Σ_i V_i |i⟩⟨i|.

T is the hopping of the clean sample and is the same from every site. V_i is a real, static potential. E_c is the lowest level of T, E_0 is the lowest level of H, and the shift is ΔE = E_0 − E_c. The sample mean of the potential is

V̄ = (1/N) Σ_i V_i.

The statement to be shown is

E_c + min V ≤ E_0 ≤ E_c + V̄.  (1)

If V̄ = 0, the lowest level cannot rise. "Zero-mean" refers here to the sample in hand. A potential whose mean vanishes only after averaging over many samples is a different case, weighed in section 5.

Energies of small chains are in units of the hopping energy t. The oxide example uses meV and nm.

**2. First contribution: the hopping energy of the clean state**

Let τ_d be the matrix element of T between sites a distance d apart. Apply T to a plane wave with amplitudes ψ_i = e^{ik·r_i}/√N:

(Tψ)_i = Σ_d τ_d e^{ik·(r_i+d)}/√N = (Σ_d τ_d e^{ik·d}) ψ_i.

The bracket does not depend on i, so the plane wave is an eigenstate with energy ε_k = Σ_d τ_d e^{ik·d}. The N allowed values of k give all N eigenstates. For nearest-neighbour hopping −t with t > 0 on a cubic grid of spacing a,

ε_k = −2t (cos k_x a + cos k_y a + cos k_z a).

The minimum is E_c = −6t at k = 0, where the state u has the same amplitude 1/√N on every site. Other hoppings may put the minimum at another k. The amplitude then has a varying phase, but the density |ψ_i|² = 1/N is still uniform, and the argument uses nothing else. An anisotropic mass changes nothing either.

**3. Second contribution: the mean potential**

Expand any normalized state φ in the eigenstates of H, φ = Σ_n c_n |n⟩ with Σ_n |c_n|² = 1. Then

⟨φ|H|φ⟩ − E_0 = Σ_n |c_n|² (E_n − E_0) ≥ 0,  (2)

because E_n ≥ E_0 for every n. This is the variational principle. Take φ = u, the lowest clean state:

⟨u|H|u⟩ = ⟨u|T|u⟩ + Σ_i V_i |u_i|² = E_c + (1/N) Σ_i V_i = E_c + V̄.

With (2) this gives the upper bound in (1). The hills and wells of V cancel in the uniform state, which therefore still has energy E_c when V̄ = 0. The true ground state can do no worse.

Equality requires V = 0. Suppose V̄ = 0 and E_0 = E_c. The sum in (2) then vanishes for φ = u, so u contains only eigenstates of energy E_0, and Hu = E_c u. Subtracting Tu = E_c u leaves V_i u_i = 0 on every site. No u_i is zero, so every V_i is zero.

For the lower bound, take the normalized ground state ψ of H:

E_0 = ⟨ψ|T|ψ⟩ + Σ_i V_i |ψ_i|² ≥ E_c + min V.

The same reasoning applies to the top of the band. The highest level of H is at least the mean energy of any state. The highest Bloch state keeps its clean energy when V̄ = 0, so the top of the band cannot fall.

These bounds were tested on 12-site rings with band minima at k = 0, π and ±π/3, for 900 random zero-mean potentials of strength 0.1t to 10t. Every shift was negative, the highest being −5.9×10⁻⁴ t.

**4. Third contribution: the fluctuations**

The trial state shows that the level does not rise. To see how far it falls, write H = T + λV with V̄ = 0, and assume that the clean minimum is the single state u at k = 0. Expand

ψ = u + λψ₁ + λ²ψ₂ + …, E_0 = E_c + λE₁ + λ²E₂ + …

At first order in λ,

(T − E_c)ψ₁ + Vu = E₁u.

Projection on u removes the first term, so E₁ = ⟨u|V|u⟩ = 0. Projection on the Bloch state q ≠ 0 gives its amplitude in ψ₁:

c_q = −V_q/(ε_q − E_c), V_q = (1/N) Σ_i V_i e^{−iq·r_i}.

At second order, (T − E_c)ψ₂ + Vψ₁ = E₂u, since E₁ = 0. Projection on u gives

E₂ = ⟨u|V|ψ₁⟩ = −Σ_{q≠0} |V_q|²/(ε_q − E_c).  (3)

Here ⟨u|V|q⟩ = V_q* was used, which holds because V is real. No term in (3) is positive, and at least one is negative unless V = 0.

The energy balance follows from the derivative of E_0 = ⟨ψ|H|ψ⟩ with respect to λ. For normalized ψ, the terms from the change of ψ add up to E_0 d⟨ψ|ψ⟩/dλ = 0, so dE_0/dλ = ⟨ψ|V|ψ⟩. To first order in λ this equals 2λE₂. Therefore

potential part: λ⟨V⟩ = 2λ²E₂,
hopping part: ⟨T⟩ − E_c = λ²E₂ − 2λ²E₂ = −λ²E₂ > 0.  (4)

On the whole, though not at every site, the electron moves density from hills to wells. It gains two units of potential energy and pays one unit of hopping energy for the uneven amplitude.

**The oxide example.** The conduction edge of an amorphous In-Ga-Zn oxide is modelled with rough typical values: mass 0.34 m_e, potential rms 50 meV. The grid spacing is 0.5 nm, and the periodic box of 7 nm holds 14³ = 2744 sites. The potential is made from independent normal random numbers, smoothed with a Gaussian of standard deviation s = 0.5 nm.

The hopping energy follows from the bottom of the band, where 2t(1 − cos qa) ≈ ta²q² must equal ħ²q²/2m:

t = ħ²/(2ma²) = 0.448 eV.

The first excited clean level has q = 2π/(7 nm), so qa = 2π/14, and lies at

2t(1 − cos(2π/14)) = 0.896 eV × 0.0990 = 88.8 meV

above the edge. One sample, with its mean removed, has an rms potential of 50.7 meV and values from −157 to +154 meV. Diagonalization gives

potential part −14.06 meV,
hopping part +7.09 meV,
shift ΔE = −6.96 meV (−0.256 mHa).

The parts add up to the shift within rounding, and their ratio is close to the −2 of (4). Formula (3) gives −6.86 meV, 1.4% smaller in size than the diagonalized shift. When the same potential was multiplied by ±0.02 and the two results averaged, so that odd orders cancel, the potential part divided by the shift was 2.0000.

The shift is much smaller than the potential rms for a reason visible in (3). Since Σ_q |V_q|² equals the mean of V_i², and no denominator is below 88.8 meV, the second-order shift is at most

(50.7 meV)²/(88.8 meV) = 29 meV

in size. The actual value corresponds to an effective denominator of (50.7)²/6.86 ≈ 375 meV, because much of the potential varies over short distances, where following it costs more hopping energy.

The density of the true ground state is uneven: its largest value is 2.6 times the mean. Even so, in samples of this kind the uniform state has a weight |⟨u|ψ⟩|² of about 0.95 in the ground state, with a range of 0.90 to 0.98 over twenty samples. A small admixture of other waves changes the density at first order, but this weight only at second order. The upper bound does not rely on this closeness, since any normalized trial state supplies one.

With the shape of the potential held fixed, half the strength gives −1.73 meV, double gives −28.5 meV and four times gives −119 meV. Each doubling multiplies the shift by 4.0 to 4.2, close to the quadratic law. That law cannot continue indefinitely: the lower bound in (1) is linear in strength. The two meet where 6.96λ² = 156.6λ, at λ = 22.5, so the quadratic law must fail before the disorder is 23 times stronger. It fails earlier: at λ = 16 the shift is −1309 meV against −1783 meV from the quadratic law. The small excess over a factor of 4 belongs to this sign of the potential. For −V at four times the strength the shift is −105 meV, smaller in size than the −111 meV obtained by scaling −6.96 meV quadratically.

**5. Fourth contribution: the sample mean**

Adding a constant to V shifts every level by that constant. Hence

E_0[V] = V̄ + E_0[V − V̄].  (5)

If V̄ vanishes only on ensemble average, a single sample may have V̄ > 0 and lie above E_c. Averaging the upper bound in (1) over the ensemble still gives ⟨E_0⟩ ≤ E_c.

The spread of V̄ follows from the correlation function of the smoothed potential, C(r) = σ² exp(−r²/4s²), where σ = 50 meV:

Var V̄ = (1/N²) Σ_ij C(r_i − r_j) = (1/N) Σ_r C(r) ≈ σ² (4πs²)^{3/2}/L³.

The last step replaces the sum by an integral divided by a³, and uses Na³ = L³ for box length L. With 4πs² = 3.14 nm²,

spread = 50 meV × √(5.57/343) = 6.4 meV.

Sixty samples gave 6.2 meV. This is comparable with a typical disorder shift, and the consequence is visible:

- With the sample mean removed, all 60 shifts are negative, from −13.9 to −4.5 meV, with average −7.8 meV. The ensemble average of (3) is −7.5 meV.
- With the sample mean kept, 9 of the 60 samples lie above the clean edge, the highest by 4.1 meV. The average is −7.2 meV with a standard error of 0.8 meV, below zero as required.

The spread of V̄ falls as L^{−3/2} at fixed σ and s, so the distinction matters most in small samples.

**6. Where the argument stops**

**Open ends.** In an open chain the clean ground state is concentrated in the middle, so a potential with a raised middle and lowered ends can lift the level. The uniform state still sets a ceiling. It has N − 1 bonds, each contributing −2t/N, so for every zero-mean V

E_0 ≤ −2t(N − 1)/N.

The ceiling E = −2t(N − 1)/N is reached if the uniform state satisfies Hu = Eu. This requires V_i = E + 2t inside and V_i = E + t at the two ends. For N = 12, E = −1.8333t, and the potential is +0.1667t on ten sites and −0.8333t on two, with zero mean.

This u is the ground state. Suppose an eigenstate φ had the lowest energy, below E. Replacing φ_i by |φ_i| cannot raise the energy, since all hopping elements are negative, so |φ| would also be a ground state. Its overlap with u is positive, yet eigenstates of different energy are orthogonal, which is a contradiction.

The clean open chain has its lowest level at −1.9419t, so zero-mean disorder can raise it by up to 0.109t. A numerical search for the most favourable zero-mean potential reached −1.8333t on the open chain. On the ring it returned to the clean value −2.0000t.

**Unequal sites in a cell.** Let a ring alternate between site energies −δ (A) and +δ (B). At k = 0 the two-site problem has diagonal elements ∓δ and coupling −2t, so the lowest energy is −√(δ² + 4t²). Its derivative with respect to δ is minus the difference of the site weights:

w_A − w_B = δ/√(δ² + 4t²).

Add +v on A and −v on B. The plain mean is zero, but the first-order shift is v(w_A − w_B) > 0. For δ = t and v = 0.1t it is 0.0447t; diagonalization gives 0.0429t. The relevant mean is weighted by the clean density.

**A lower band.** Let C and L be the Hamiltonians of the upper and lower bands, G the gap between them, and W_i a real on-site coupling that mixes them. Eliminating the lower-band amplitudes gives, for the upper band,

[C + W(E − L)⁻¹W] c = E c.

For E above the lower band the added operator is never negative, so the edge does not fall below E_c. Then E − L is at least G, and the uniform trial state gives

0 ≤ E − E_c ≤ (1/N) Σ_i W_i²/G.

Disorder that mixes bands can therefore raise the conduction edge, by a bounded amount.

**Changed mean hopping.** If the bonds of a ring vary, the uniform state has hopping energy −2t̄, where t̄ is the mean bond. Bond disorder that keeps t̄ leaves the upper bound intact. A lower t̄ raises the reference itself.

**7. Weighing the contributions in a real oxide**

The mass, a gap of about 3 eV and a relative permittivity of about 10 are rough values for amorphous In-Ga-Zn oxide. The potential rms and smoothing length are model choices of plausible size, and the 0.5 nm grid is a coarse description, not the atomic structure. Against the sample's shift of −7 meV stand these neglected effects:

- Mean hopping 1% lower: the edge rises by about 6 × 0.01 × 448 = 27 meV, which puts this sample at +20 meV. This assumes fixed site energies. Because t = ħ²/(2ma²), the 27 meV also depends on the chosen grid: at fixed mass it scales as 1/a².
- Coulomb energy at one electron per box (2.9×10¹⁸ cm⁻³), taken at 4.3 nm, the radius of a sphere with the volume of the box: 33 meV.
- Thermal energy at 300 K: 26 meV. Fermi energy at the same density, for a parabolic continuum at zero temperature: 22 meV. At 300 K the chemical potential lies about 10 meV below the edge, so the gas is not degenerate.
- Unequal weights: assumed weights of 0.8 on metal and 0.2 on oxygen, with systematic offsets of +10 and −10 meV, give +6 meV.
- Push from the valence band: about 1 meV or less, if the interband coupling has the same rms as V. The bound of section 6 gives 50²/3000 = 0.8 meV for a uniform state. With V present, W_i² is weighted by the uneven density, and a coupling equal to V with a flat lower band gives 0.9 to 1.1 meV.
- Parabolic band instead of the grid band: the ensemble value of (3) changes from −7.5 to −7.2 meV. Halving the grid spacing at fixed mass gives −7.3 meV. In three other samples, the same halving made the diagonalized shift about 3% smaller in size, and for this sample it gives −6.73 meV, or −6.65 meV with the parabolic band. The digits of −6.96 meV after the first belong to the 0.5 nm grid.
- Box size: the ensemble value of (3) grows in size from −7.5 meV at 7 nm to −9.5 meV at 14 nm, and tends to about −11 meV (−11.5 on this grid, −11.2 for the parabolic band) for a very large box, because longer waves with smaller denominators enter the sum. The −7 meV therefore belongs to this box and is not a bulk value. Nor is −11 meV the limit of the lowest level itself: formula (3) assumes a nearly uniform state, and this assumption weakens as the level spacing shrinks. The mean weight of the uniform state falls from about 0.95 at 7 nm to about 0.84 in eight samples of 14 nm. Diagonalized shifts at 14 nm scatter between about 0.9 and 1.15 times the values from (3), and the weight varies from about 0.75 to 0.93 between samples.

Real films also break the assumption of a common reference. An amorphous film and a crystal differ in density and bonding, hence in mean hopping, and in this grid model with s = 0.5 nm a change of one percent already outweighs the disorder shift. That ordering depends on the smoothing length, because the shift grows roughly as s². In 14 nm boxes it is about 25 to 35 meV for s = 1 nm and 40 to 65 meV for s = 1.5 nm. The theorem therefore does not predict that an amorphous film's measured conduction edge lies below that of its crystal. It says that, within one band and with the same hopping from every site, zero-mean on-site disorder lowers the lowest level. For larger boxes or longer smoothing lengths that level is far from the uniform state, and the theorem says nothing about the mobility edge that governs transport. If the bonds vary too, the state without V is no longer uniform, and adding on-site disorder can raise the level. For a clean minimum at k = 0, the two kinds of disorder together still cannot lift it above the clean level of the same mean hopping. At 300 K and low filling, with the chemical potential fixed, a 7 meV drop raises the occupation of the level by a factor e^{6.96/25.9} ≈ 1.3. At one electron per box the filling is no longer low, and the factor is about 1.2.

The main values for the 7 nm box and the 0.5 nm grid are in the numerical output below.

Calculated quantities

```
SMALL CHAINS (hopping t = 1)
sites 12, random zero-mean potentials tried: 900
highest shift found on rings: -5.92e-04 t
ring: clean level -2.0000 t, best found -2.0000 t
open chain: clean level -1.9419 t
open chain: best zero-mean V gives -1.8333 t
open chain: that V at end -0.8333 t, middle 0.1667 t
two-site cell: raise 0.0429 t, first order 0.0447 t
OXIDE-LIKE EXAMPLE: INPUTS (rough typical values)
mass 0.34 m_e, grid 0.5 nm, box 7.0 nm, sites 2744
ensemble rms of V 50 meV, smoothing length 0.5 nm
hopping t 0.4482 eV, full band width 5.379 eV
first excited clean level above edge 88.8 meV
ONE SAMPLE, MEAN REMOVED
rms of V 50.7 meV
lowest V -156.6 meV
highest V 154.2 meV
shift of lowest level -6.96 meV = -0.256 mHa
potential part -14.06 meV
hopping part +7.09 meV
second-order estimate -6.86 meV
largest density / uniform density 2.61
weak disorder (x0.02): potential part / shift 2.0000
same V times 0.5: shift -1.73 meV
same V times 2.0: shift -28.51 meV
same V times 4.0: shift -119.47 meV
ENSEMBLE OF 60 SAMPLES
mean removed: average shift -7.83 meV
mean removed: highest shift -4.48 meV
mean removed: lowest shift -13.88 meV
second-order ensemble value -7.53 meV
spread of sample mean: predicted 6.37 meV
spread of sample mean: found 6.20 meV
mean kept: samples above clean edge 9 of 60
mean kept: highest shift +4.12 meV
mean kept: average -7.22 meV, standard error 0.84 meV
NEGLECTED EFFECTS
thermal energy at 300 K: 25.9 meV
one electron per box: density 2.92e+18 cm^-3
Fermi energy at that density 21.9 meV
Coulomb energy (permittivity 10, distance 4.34 nm) 33.2 meV
push from valence band (gap 3.0 eV) at most 0.83 meV
site weights 0.8/0.2, offsets +-10 meV: +6.0 meV
mean hopping 1% lower: sample edge at +19.86 meV
parabolic band, second order -7.24 meV
```
